# Why saturated ballistic nanowire current is independent of transport mass

## A number that does not move

Take a nanowire subband at 300 K whose barrier top lies 0.05 eV below the source Fermi level. With a transport mass of 0.0533 electron masses, the saturated ballistic current is 4.1445 µA. Make the mass four times larger, hold the barrier and the temperature fixed, and the density of forward-moving electrons at the barrier top doubles, from 0.0771 to 0.1542 per nm. The current is still 4.1445 µA.

More charge is moving and the current has not changed, so the mean velocity must have halved. The task is to find out why the compensation is complete and what has to be held fixed for it to hold.

The algebra uses atomic units, $\hbar=m_e=e=1$, so that $h=2\pi$. The current $I$ is the magnitude of the electron flow from source to drain. The barrier top has energy $E_t$, the source Fermi level is $\mu_S$, and

$$\phi=E_t-\mu_S .$$

A negative $\phi$ means that the top lies below the source Fermi level. The degeneracy $g$ counts spin and equivalent valleys.

## Simplest case: zero temperature

Let the barrier be smooth and wide. An electron with energy above $E_t$ passes and one below it is turned back. There is no scattering, and the drain sends nothing back. At the barrier top the subband is $E=E_t+k^2/2m$.

In a length $L$ there are $gL\,dk/2\pi$ states in the interval $dk$. Each filled state holds one electron of velocity $v=k/m$ and contributes $v/L$ to the current. The length cancels:

$$dI=\frac{g}{2\pi}\,v(k)\,dk .$$

At zero temperature the forward states are filled up to $k_F$, where $k_F^2/2m=\mu_S-E_t=-\phi$. Therefore

$$I=\frac{g}{2\pi}\int_0^{k_F}\frac{k}{m}\,dk=\frac{g}{2\pi}\,\frac{k_F^2}{2m}=\frac{g}{2\pi}(-\phi),\qquad \phi<0 .$$

A heavier band has more filled states, since $k_F\propto\sqrt m$, and they are slower, since $k_F/m\propto1/\sqrt m$. For $\phi>0$ no electron reaches the top and the current is zero.

In ordinary units the prefactor is $ge/h$ times an energy. If the energy is given in eV, another factor $e$ appears, and for $g=2$

$$\frac{ge^2}{h}=77.48\ \mu\text{A per eV}.$$

With $-\phi=0.05$ eV this gives 3.874 µA. The remaining 0.27 µA of the opening value must come from temperature.

## Finite temperature

The source is in equilibrium, so a forward state is filled with probability $f_S(E)=1/(1+e^{(E-\mu_S)/kT})$. (In the combination $kT$, $k$ is Boltzmann's constant; elsewhere it is the wave number.) Since $v=dE/dk$, the product $v\,dk$ is $dE$:

$$I=\frac{g}{2\pi}\int_0^\infty v f_S\,dk=\frac{g}{2\pi}\int_{E_t}^{\infty}f_S(E)\,dE .$$

The mass has gone before any integral is done. Extending the upper limit to infinity assumes that the band reaches many $kT$ above both the barrier top and the source Fermi level.

Put $x=(E-\mu_S)/kT$ and $\eta=-\phi/kT$. The lower limit becomes $x=\phi/kT=-\eta$. Multiplying numerator and denominator by $e^{-x}$ gives

$$\int_{-\eta}^{\infty}\frac{dx}{1+e^{x}}=\int_{-\eta}^{\infty}\frac{e^{-x}}{1+e^{-x}}\,dx=\Big[-\ln(1+e^{-x})\Big]_{-\eta}^{\infty}=\ln(1+e^{\eta}),$$

and so

$$\boxed{I=\frac{g}{2\pi}\,kT\,\ln\!\left(1+e^{\eta}\right)},\qquad \eta=-\frac{\phi}{kT}.$$

For the example, $kT=0.02585$ eV, $\eta=1.934$ and $\ln(1+e^\eta)=2.069$. The current is $77.48\times0.02585\times2.069=4.144$ µA.

**Low barrier.** For $\eta\gg1$, write $\ln(1+e^\eta)=\eta+\ln(1+e^{-\eta})\simeq\eta+e^{-\eta}$. Since $kT\eta=-\phi$, the zero-temperature result returns, with a correction $(g/2\pi)kTe^{-\eta}$. In this limit the temperature drops out as well as the mass.

**High barrier.** For $\eta\ll-1$, $\ln(1+e^\eta)\simeq e^\eta$ and

$$I\simeq\frac{g}{2\pi}\,kT\,e^{-\phi/kT}.$$

This is thermionic emission in one dimension.

**Another plane.** In the source the band bottom lies lower, at $E_s<E_t$. There the sum must include only electrons that will pass, those with $k>\sqrt{2m(E_t-E_s)}$. Changing variable to energy gives the same lower limit $E_t$ and the same current, as a steady flow requires. If $E_s$ were above $E_t$, there would be no barrier, and the integral would start at $E_s$ instead.

## Letting the drain send electrons back

Under a drain bias $V$, the drain Fermi level is $\mu_D=\mu_S-V$. Backward-moving states above the top are filled from the drain. Their current has the same form, with $\phi$ replaced by $E_t-\mu_D=\phi+V$:

$$I=\frac{g}{2\pi}kT\left[\ln(1+e^{\eta})-\ln(1+e^{\eta-V/kT})\right].$$

The mass is absent here too. Saturation means that the second logarithm is negligible beside the first. For a high barrier their ratio is $e^{-V/kT}$, so $V\gg kT$ is enough. For a low barrier it is not enough. There it is sufficient that the drain Fermi level lies many $kT$ below the barrier top, $V+\phi\gg kT$.

At $V=0.40$ V and $\phi=-0.05$ eV, the distance is 0.35 eV, or about $13.5\,kT$. The drain term is $6\times10^{-7}$ of the source term. Saturation here is at fixed $\phi$; if the drain also pulls the barrier down, the current keeps rising through $\phi$.

## How temperature and barrier act

Let $f=1/(1+e^{-\eta})$ be the occupation at the barrier top. It is also the derivative of $\ln(1+e^\eta)$ with respect to $\eta$. At fixed temperature $d\eta/d\phi=-1/kT$, so

$$\frac{\partial I}{\partial\phi}=-\frac{g}{2\pi}\,f .$$

At fixed barrier $d\eta/dT=-\eta/T$, and the product rule gives

$$\frac{\partial I}{\partial T}=\frac{gk}{2\pi}\left[\ln(1+e^\eta)-\eta f\right].$$

From $1-f=1/(1+e^\eta)$ follow $\ln(1+e^\eta)=-\ln(1-f)$ and $\eta=\ln f-\ln(1-f)$. Substitution yields

$$\frac{\partial I}{\partial T}=\frac{gk}{2\pi}\left[-f\ln f-(1-f)\ln(1-f)\right].$$

The bracket is the entropy, in units of $k$, of one state at the barrier top. It is positive for $0<f<1$, so within this model the current rises with temperature at fixed $\phi$. It vanishes as $f\to1$, the low-barrier limit found above.

With $f=0.874$, the slopes are $-67.7$ µA/eV and 2.53 nA/K. To first order, raising the barrier by 1 meV therefore costs as much current as a warming of about 27 K supplies.

| $T$ (K) | $\phi=-0.05$ eV | $\phi=+0.15$ eV |
|---|---|---|
| 200 | 3.95 µA | 0.22 nA |
| 300 | 4.14 µA | 6.0 nA |
| 400 | 4.44 µA | 34 nA |

From 300 to 400 K the on-current gains 7 %, while the current over the high barrier grows 5.7 times. The high-barrier formula explains that factor: $\frac43\exp[\frac14(0.15/0.02585)]=5.7$.

## Where the mass went

The cancellation can be followed through density and velocity. The density of forward movers at the top is

$$n=\frac{g}{2\pi}\int_0^\infty f_S\,dk .$$

With $k^2/2m=kT\,y$, the wave number is $\sqrt{2m\,kT\,y}$ and its differential is $\sqrt{m\,kT/2}\;y^{-1/2}dy$. Define

$$F_{-1/2}(\eta)=\frac1{\sqrt\pi}\int_0^\infty\frac{y^{-1/2}}{1+e^{y-\eta}}\,dy .$$

Then

$$n=\frac{g}{2\pi}\sqrt{\frac{m\,kT}{2}}\,\sqrt\pi\,F_{-1/2}=\frac g2\sqrt{\frac{m\,kT}{2\pi}}\;F_{-1/2}(\eta).$$

Dividing the current by the density gives the injection velocity,

$$v_{\rm inj}=\frac In=\frac{kT}{\pi}\sqrt{\frac{2\pi}{m\,kT}}\;\frac{\ln(1+e^\eta)}{F_{-1/2}(\eta)}=\sqrt{\frac{2kT}{\pi m}}\;\frac{\ln(1+e^\eta)}{F_{-1/2}(\eta)} .$$

For a high barrier both functions of $\eta$ tend to $e^\eta$, leaving the thermal velocity $\sqrt{2kT/\pi m}$. For a low barrier $n\to gk_F/2\pi$, and the velocity tends to $k_F/2m$, half the Fermi velocity.

The light band has $v_{\rm inj}=3.355\times10^7$ cm/s and the heavy one $1.677\times10^7$ cm/s. A high injection velocity by itself thus gives no larger current at fixed $\phi$; it carries the same current with less charge.

## Dropping the parabola

The step $v\,dk=dE$ used no parabola. Any subband that rises steadily with $k$ from the same bottom gives the same current. A case with a real need for this is indium arsenide, whose light conduction band is strongly nonparabolic. It has a single conduction valley, so $g=2$.

Take a cylindrical wire of radius $R=5$ nm with hard walls, bulk band-edge mass $m_b=0.023$ and gap 0.35 eV. Describe the band by

$$E(1+\alpha E)=\gamma+\frac{k^2}{2m_b},\qquad \gamma=\frac{j^2}{2m_bR^2},\qquad \alpha=\frac1{\text{gap}},$$

where $E$ is measured from the bulk band edge and $j$ is a zero of the Bessel function that vanishes at the wall. The two lowest subbands start at $E_1=0.231$ eV and $E_2=0.434$ eV.

Differentiating twice with respect to $k$ and setting $k=0$, where $dE/dk=0$, gives $(1+2\alpha E_1)\,E''=1/m_b$. The transport mass $1/E''$ is therefore

$$m=m_b(1+2\alpha E_1)=0.023\left(1+\frac{2\times0.2309}{0.35}\right)=0.0533 .$$

This is the light mass used from the start. The fourfold heavier one is a comparison value, with $\phi$ held fixed and the confinement not recalculated.

Keeping the full nonparabolic band raises the density at the top by 4.4 % relative to the parabola. The current stays the same. As a test, the integral over $k$ was done numerically for parabolic masses 0.02, 0.0533 and 1.0 and for the nonparabolic band, at 77, 300 and 400 K and $\phi=-0.05$, 0 and 0.15 eV. Every current agreed with the boxed formula to within one part in $10^6$.

## Fixing the gate voltage instead

A circuit fixes the gate voltage, not $\phi$. Electrons at the top repel further electrons and raise the barrier. If the gate alone controls the potential there, with capacitance $C$ per length,

$$\phi=\phi_g+\frac{n(\phi,m)}{C},$$

where $\phi_g$ is set by the gate voltage. Differentiate at fixed $\phi_g$. Because $n\propto\sqrt m$ at fixed $\phi$, $\partial n/\partial\ln m=n/2$, and

$$\frac{d\phi}{d\ln m}=\frac1C\left(\frac n2+\frac{\partial n}{\partial\phi}\frac{d\phi}{d\ln m}\right)
\;\Rightarrow\;
\frac{d\phi}{d\ln m}=\frac{n/2C}{1+|\partial n/\partial\phi|/C}>0 .$$

The absolute value enters because $n$ falls as the barrier rises. A heavier mass raises the barrier and lowers the current. For $C\to\infty$ the effect vanishes and the mass-free result returns.

For an oxide of thickness $t=3$ nm and relative permittivity 15, integrating the radial field, which falls as $1/r$, from $R$ to $R+t$ gives in SI units

$$C=\frac{2\pi\varepsilon_0\varepsilon_r}{\ln[(R+t)/R]}=1.775\ \text{fF}/\mu\text{m}.$$

This counts the potential drop across the oxide alone. With this $C$, the light band's charge lifts the barrier by $en/C=7.0$ meV. At the same gate voltage, the heavy band's charge lifts it by 13.0 meV. That is less than double, because the higher barrier admits fewer electrons. Thus $\phi$ moves from $-0.0500$ to $-0.0440$ eV, and the current falls to 3.74 µA, 9.6 % below the light-band value. The slope found earlier predicts nearly this change: $-67.7\times0.0060=-0.41$ µA.

In the real wire the effect is larger, because the potential also changes between the electrons and the wire surface. If $Q(r)$ is the fraction of the subband's charge inside radius $r$, and the wire also has relative permittivity 15, this adds $\int_0^R Q^2\,dr/r=0.68$ to the oxide's $\ln(8/5)=0.47$. The two lifts then become about 17 and 29 meV, and the heavy band's current is about 19 % below the light band's. These figures count the classical repulsion only. At one electron per 13 nm, exchange between electrons of the same spin cancels about 7 of the light band's 17 meV; taken as a shift of the barrier top, it brings the lifts to roughly 10 and 21 meV and the loss to about 17 %.

## Letting electrons behave as waves

The sharp division at the barrier top is classical. Waves tunnel below the top and are partly reflected above it. With transmission $\mathcal T(E)$,

$$I=\frac g{2\pi}\int\mathcal T(E)\,f_S(E)\,dE .$$

For a potential of fixed shape, $U(x)=u(x/w)$, set $s=x/w$ in the Schrödinger equation:

$$-\frac1{2mw^2}\frac{d^2\psi}{ds^2}+u(s)\psi=E\psi .$$

Mass and width enter through $mw^2$ alone. Making the electron four times heavier is equivalent to doubling the barrier width.

The example uses a model profile. With $B=E_t-E_s$ and energy measured from the source band bottom,

$$U=\begin{cases}B\,\mathrm{sech}^2(x/w), & x<0,\\ (B+V)\,\mathrm{sech}^2(x/w_D)-V, & x>0.\end{cases}$$

Near the top $\mathrm{sech}^2 s\simeq1-s^2$, so the curvatures match if $w_D=w\sqrt{(B+V)/B}$. The source bottom is 0.10 eV below $\mu_S$, hence $B=0.05$ eV in the on state. With $w=10$ nm, $w_D=10\sqrt{0.45/0.05}=30$ nm.

Solving the wave equation numerically, with the mass held constant in energy, gives these changes relative to the classical current at the same $\phi$:

| State | Mass 0.0533 | Mass 0.2134 |
|---|---|---|
| on, $\phi=-0.05$ eV | +1.5 % | +0.4 % |
| off, $\phi=+0.15$ eV | +62 % | +13 % |

The positive sign means that tunnelling adds more than reflection removes. In the on state, the correction falls nearly fourfold when the mass is quadrupled. The table holds for a constant mass. With the nonparabolic band of indium arsenide the wave decays more slowly under the barrier, and the light-mass entries rise to about +2.3 % and +78 %.

Two things differ in the off state. The states just below the top are then far above the Fermi level, and their occupation grows by nearly a factor $e$ for each $kT$ downward, whereas in the on state it is already close to one. The barrier is also taller at the same $w$, hence more sharply curved. The calculation does not separate the two effects. It does show that mass independence is a good approximation for the on-current of this barrier and a poor one for its off-current.

## Letting electrons scatter

Let $J_+$ and $J_-$ be the forward and backward flows, $\lambda$ the mean free path for backscattering and $v$ the mean speed in either direction. In a region without field,

$$\frac{dJ_+}{dx}=\frac{dJ_-}{dx}=-\frac{J_+-J_-}{\lambda}=-\frac J\lambda ,$$

with constant net flow $J$. Over a length $\ell$ with nothing entering from the right, $J_-(\ell)=0$ and $J_+(\ell)=J$. Then $J=J_+(0)-J\ell/\lambda$, and the transmitted fraction is

$$\frac J{J_+(0)}=\frac{\lambda}{\lambda+\ell}.$$

The density is $(J_++J_-)/v$, with gradient $-2J/(\lambda v)$. Comparison with Fick's law gives the diffusion coefficient $D=v\lambda/2$.

For a rough mobility of 3000 cm²/Vs, the nondegenerate Einstein relation gives $D=3000\times0.02585=78$ cm²/s. With the thermal velocity $2.33\times10^7$ cm/s, $\lambda=2D/v\approx67$ nm.

As an estimate, assume that an electron scattered after the potential has fallen by $kT$ no longer returns to the source. This requires the scattering to take energy out of the motion along the wire. In a single subband an elastic backscatter only reverses $k$, and the electron can then recross the top from any distance, so the length found here is on the short side. Since $1-\mathrm{sech}^2s=\tanh^2s$, this length obeys $(B+V)\tanh^2(\ell/w_D)=kT$, so

$$\ell=30\ \text{nm}\times\operatorname{artanh}\sqrt{0.02585/0.45}=7.3\ \text{nm}.$$

The transmitted fraction is $67/(67+7.3)\approx0.90$. At fixed $\phi$ the current drops by about 10 %, to roughly 3.7 µA. This is a rough figure, because the on state is degenerate ($\eta=1.93$). For the same mobility, the degenerate Einstein relation makes $D$ 3.4 times larger. The mean speed now also rises with the density, so the $v$ that links a small change of flow to a small change of density is $dI/dn=(\partial I/\partial\phi)/(\partial n/\partial\phi)=4.83\times10^7$ cm/s. If $\lambda$ is the same at all energies, $\lambda=2D/v\approx109$ nm and, with the same $\ell$, the loss is about 6 %. If the scattering is elastic, $\ell$ extends at least to where an electron of mean energy can enter the second subband, about 21 nm from the top; at constant $\lambda$ the transmitted fraction is then 0.76 for 67 nm and 0.84 for 109 nm. Mass returns here as well, through $v$ and through the mobility.

## Beside a real transistor

The parameters are rough values for a gate-all-around indium arsenide transistor. The mobility is uncertain because surface disorder can lower it strongly; a value three times smaller would give $\lambda\approx22$ nm and a transmitted fraction near 0.75. In the nondegenerate estimate with $\ell=7.3$ nm, scattering would then cost about a quarter of the on-current at fixed $\phi$; since surface disorder scatters elastically, $\ell\approx21$ nm is the more fitting length, and the cost is then about half. Contact resistance also matters: each kΩ on the source side drops about 4 mV, which with the barrier top $E_t$ held fixed raises $\phi$ by 4 meV and costs about 7 % of the current to first order. Gate leakage is left out.

Three further limits can be sized. The second subband, twofold degenerate and 0.203 eV higher, would add 0.26 % to the on-current. Without hole confinement the wire gap is $0.35+0.231=0.581$ eV. The drain band bottom is at $-0.50$ eV relative to $\mu_S$, so an electron needs an energy above $+0.081$ eV to be able to ionize across this gap; 2.1 % of the one-subband ballistic on-current meets that condition, which is an upper limit on the share of that current able to ionize.

For band-to-band tunnelling, compare the valence edge under the barrier with the drain band bottom. In the on state the valence edge is at $-0.05-0.581=-0.631$ eV, 0.131 eV below the drain band, and this path is closed. In the off state it is at $0.15-0.581=-0.431$ eV, 0.069 eV above the drain band bottom. Energy conservation then allows the path, but the drain Fermi level, at $-0.40$ eV, lies above the whole overlap. About nine tenths of the final states are already filled, which strongly reduces the tunnelling. Hole confinement would reduce the overlap as well. The 6 nA found for the off state is therefore the thermal current alone, not a prediction of the device's leakage. The numerical output below lists the main values used.

## Numbers as computed

```
temperature 300 K, kT = 0.02585 eV
barrier phi: on -0.05 eV, off 0.15 eV
source band bottom -0.10 eV, drain bias 0.40 V
wire radius 5.0 nm, oxide 3.0 nm, eps_r 15
band-edge mass 0.023 m_e, bulk gap 0.35 eV
barrier width, source side 10.0 nm
barrier width, drain side, on 30.0 nm
subband energies 0.2309 eV and 0.4342 eV
subband spacing 0.2033 eV
transport mass 0.0533 m_e, heavy comparison 0.2134 m_e
current per energy, g e^2/h = 77.481 uA/eV
eta on = 1.9341, ln(1+exp(eta)) = 2.0691
saturated current, on: 4.1445 uA
degenerate limit, on: 3.8740 uA
T 200 K: on 3.9455 uA, off 2.217e-04 uA
T 300 K: on 4.1445 uA, off 6.041e-03 uA
T 400 K: on 4.4365 uA, off 3.419e-02 uA
occupation at barrier top, on 0.8737
dI/dT at fixed phi 2.532 nA/K
dI/dphi at fixed T -67.70 uA/eV
light: density at top 0.07710 1/nm
light: injection velocity 3.355e+07 cm/s
light: current from k integral 4.1445 uA
heavy: density at top 0.15421 1/nm
heavy: injection velocity 1.677e+07 cm/s
heavy: current from k integral 4.1445 uA
nonparabolic density at top 0.08050 1/nm
nonparabolic density change 4.41 %
gate capacitance 1.775 fF/um
charge shift of barrier, light 0.00696 eV
charge shift, heavy, same gate 0.01296 eV
phi, heavy, same gate voltage -0.04400 eV
current, heavy, same gate voltage 3.7448 uA
its change -9.64 %
quantum correction, on, light: 1.53 %
quantum correction, on, heavy: 0.39 %
quantum correction, off, light: 62.17 %
quantum correction, off, heavy: 12.70 %
drain injection share 6.37e-07
second subband share 0.257 %
rough mobility 3000 cm2/Vs, free path 66.6 nm
length of kT fall 7.33 nm, transmission 0.901
wire gap without hole confinement 0.5809 eV
share able to ionize across gap, at most 2.07 %
margin against band-to-band tunnelling 0.1309 eV
```
